# The Casida Eigenvalue Problem from the Kohn-Sham Dyson Equation

## A single transition

Take one occupied spin orbital \(\phi_i\) and one empty spin orbital \(\phi_a\), both real, with energy gap \(\Delta>0\). Let \(x=(\mathbf r,\sigma)\) stand for position and spin, and let \(\rho(x)=\phi_i(x)\phi_a(x)\). At complex frequency \(z\), the density response of the non-interacting Kohn-Sham (KS) electrons is, as Lemma 1 will show,

\[
\chi_s(x,x')=\rho(x)\rho(x')\left[\frac1{z-\Delta}-\frac1{z+\Delta}\right]=g\,\rho(x)\rho(x'),\qquad g=\frac{2\Delta}{z^2-\Delta^2}.
\]

The Dyson equation \(\chi=\chi_s+\chi_s f\chi\) adds the potential that the induced density itself creates through a kernel \(f\). Since \(\chi_s\) is proportional to \(\rho(x)\rho(x')\), so is the solution: \(\chi=c\,\rho(x)\rho(x')\). With \(K=\iint\rho f\rho\), the Dyson equation becomes \(c=g+gKc\), so

\[
c=\frac{g}{1-gK}=\frac{2\Delta}{z^2-\Delta^2-2\Delta K}.
\]

The pole has moved from \(\Delta\) to \(\Omega=\sqrt{\Delta(\Delta+2K)}\). The same number follows from

\[
\begin{pmatrix}\Delta+K&K\\K&\Delta+K\end{pmatrix}\begin{pmatrix}X\\Y\end{pmatrix}=\Omega\begin{pmatrix}1&0\\0&-1\end{pmatrix}\begin{pmatrix}X\\Y\end{pmatrix}.
\]

Adding the two rows gives \((\Delta+2K)(X+Y)=\Omega(X-Y)\). Subtracting them gives \(\Delta(X-Y)=\Omega(X+Y)\). Together, \(\Omega^2=\Delta(\Delta+2K)\). There are two unknowns because \(\chi_s\) has two denominators, and the metric has a minus sign because \(z\) enters them with opposite signs relative to \(\Delta\). The general case has the same structure.

## Assumptions and notation

Atomic units are used. Integrals over \(x\) include the sum over spin.

1. The KS ground state has integer occupations. Indices \(i,j\) are occupied, \(a,b\) empty, and every gap \(\omega_{ia}=\varepsilon_a-\varepsilon_i\) is positive.
2. Each spin orbital has a definite spin, and potentials are diagonal in spin. The orbitals may be complex.
3. The orbital set is finite, with \(N\) spin-conserving transitions \(i\to a\). A continuum of empty states, where poles merge into a cut, is outside the statement.
4. The kernel is adiabatic, that is, independent of frequency:
\[
f(x,x')=\frac1{|\mathbf r-\mathbf r'|}+f_{xc}^{\sigma\sigma'}(\mathbf r,\mathbf r'),\qquad f_{xc}^{\sigma\sigma'}=\frac{\delta^2E_{xc}}{\delta n_\sigma(\mathbf r)\,\delta n_{\sigma'}(\mathbf r')}.
\]
As a second derivative of a real functional it is real and symmetric.

The transition densities are \(\rho_{ia}(x)=\phi_i^*(x)\phi_a(x)\).

## Lemma 1: the Kohn-Sham response

**Lemma 1.** Let the KS potential change by \(\delta v_s(x)e^{-izt}\) plus its complex conjugate, with \(\mathrm{Im}\,z>0\). The part of the density change proportional to \(e^{-izt}\) is

\[
\delta n=\sum_{ia}\left(X_{ia}\rho_{ia}+Y_{ia}\rho_{ia}^*\right),
\]
\[
(z-\omega_{ia})X_{ia}=\int\rho_{ia}^*\,\delta v_s,\qquad -(z+\omega_{ia})Y_{ia}=\int\rho_{ia}\,\delta v_s .
\]

*Proof.* The perturbation vanishes as \(t\to-\infty\). To first order write

\[
\phi_i(x,t)=e^{-i\varepsilon_it}\Big[\phi_i+\sum_a c_{ai}(t)\phi_a+\sum_j c_{ji}(t)\phi_j\Big].
\]

Projecting the time-dependent KS equation on \(\phi_a\) gives

\[
i\dot c_{ai}=\omega_{ia}c_{ai}+\int\phi_a^*\left(\delta v_s e^{-izt}+\delta v_s^*e^{iz^*t}\right)\phi_i .
\]

Insert \(c_{ai}=X_{ia}e^{-izt}+Y_{ia}^*e^{iz^*t}\). The terms in \(e^{-izt}\) give \(zX_{ia}=\omega_{ia}X_{ia}+\int\rho_{ia}^*\delta v_s\), the first relation. The terms in \(e^{iz^*t}\) give \(-z^*Y_{ia}^*=\omega_{ia}Y_{ia}^*+\int\rho_{ia}^*\delta v_s^*\). Its complex conjugate is the second relation.

The first-order density is \(\sum_i\phi_i^*\delta\phi_i\) plus its conjugate. The empty orbitals contribute \(\sum_{ia}(c_{ai}\rho_{ia}+c_{ai}^*\rho_{ia}^*)\), whose \(e^{-izt}\) part is the stated \(\delta n\). The occupied orbitals contribute \(\sum_{ij}\phi_i^*\phi_j(c_{ji}+c_{ij}^*)\). This vanishes, because the orbitals stay orthonormal during the evolution, which to first order means \(c_{ji}+c_{ij}^*=0\). \(\square\)

Solving for \(X\) and \(Y\) gives

\[
\chi_s(x,x',z)=\sum_{ia}\left[\frac{\rho_{ia}(x)\rho_{ia}^*(x')}{z-\omega_{ia}}-\frac{\rho_{ia}^*(x)\rho_{ia}(x')}{z+\omega_{ia}}\right].
\]

To write this compactly, collect the amplitudes in a column \(u=(X,Y)\) of length \(2N\), and let \(P\) be the row of functions \((\rho_{ia},\rho_{ia}^*)\), so that \(\delta n=Pu\). Then \(P^\dagger v\) is the column \((\int\rho_{ia}^*v,\int\rho_{ia}v)\). With

\[
S=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad M_0=\begin{pmatrix}D&0\\0&D\end{pmatrix},\qquad D=\mathrm{diag}(\omega_{ia}),
\]

Lemma 1 reads \((zS-M_0)u=P^\dagger\delta v_s\), and \(\chi_s=P(zS-M_0)^{-1}P^\dagger\).

## The theorem

**Theorem.** Define

\[
A_{ia,jb}=\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)+\iint\phi_i(x)\phi_a^*(x)\,f(x,x')\,\phi_j^*(x')\phi_b(x')\,dx\,dx',
\]
\[
B_{ia,jb}=\iint\phi_i(x)\phi_a^*(x)\,f(x,x')\,\phi_j(x')\phi_b^*(x')\,dx\,dx',
\]
\[
M=\begin{pmatrix}A&B\\B^*&A^*\end{pmatrix}.
\]

(a) The Dyson equation is solved by \(\chi=P(zS-M)^{-1}P^\dagger\).

(b) \(\det(1-\chi_sf)=\det(zS-M)/\det(zS-M_0)\).

(c) If \(M\) is positive definite, the problem

\[
\begin{pmatrix}A&B\\B^*&A^*\end{pmatrix}\begin{pmatrix}X\\Y\end{pmatrix}=\Omega\begin{pmatrix}1&0\\0&-1\end{pmatrix}\begin{pmatrix}X\\Y\end{pmatrix}
\]

has \(N\) positive eigenvalues \(\Omega_n\) and their negatives. The positive modes can be normalized to \(X_n^\dagger X_n-Y_n^\dagger Y_n=1\), and with \(\rho_n=\sum_{ia}(X_{ia,n}\rho_{ia}+Y_{ia,n}\rho_{ia}^*)\),

\[
\chi(x,x',z)=\sum_n\left[\frac{\rho_n(x)\rho_n^*(x')}{z-\Omega_n}-\frac{\rho_n^*(x)\rho_n(x')}{z+\Omega_n}\right].
\]

For orbitals of spins \(\sigma\) (pair \(ia\)) and \(\tau\) (pair \(jb\)), the spin sums leave

\[
A_{ia\sigma,jb\tau}=\delta_{\sigma\tau}\delta_{ij}\delta_{ab}\,\omega_{ia\sigma}+\iint\phi_{i\sigma}\phi_{a\sigma}^*(\mathbf r)\left[\frac1{|\mathbf r-\mathbf r'|}+f_{xc}^{\sigma\tau}\right]\phi_{j\tau}^*\phi_{b\tau}(\mathbf r')\,d\mathbf r\,d\mathbf r',
\]

and \(B_{ia\sigma,jb\tau}\) is the same integral with \(\phi_{j\tau}^*\phi_{b\tau}\) replaced by \(\phi_{j\tau}\phi_{b\tau}^*\), without the gap term. Transitions of opposite spin are therefore coupled, by the Coulomb term and by \(f_{xc}^{\uparrow\downarrow}\).

### Proof of (a): expanding the Dyson equation

Acting with \(\chi=\chi_s+\chi_sf\chi\) on an external potential \(\delta v\), and using \(\delta n=\chi\,\delta v\), gives \(\delta n=\chi_s(\delta v+f\delta n)\). The KS electrons thus respond to \(\delta v_s=\delta v+f\delta n\). Put this and \(\delta n=Pu\) into Lemma 1:

\[
(zS-M_0)u=P^\dagger\delta v+P^\dagger fP\,u .
\]

Moving the last term to the left gives \((zS-M_0-P^\dagger fP)u=P^\dagger\delta v\). The blocks of \(P^\dagger fP\) are

\[
\begin{pmatrix}\iint\rho_{ia}^*f\rho_{jb}&\iint\rho_{ia}^*f\rho_{jb}^*\\[2pt]\iint\rho_{ia}f\rho_{jb}&\iint\rho_{ia}f\rho_{jb}^*\end{pmatrix}=\begin{pmatrix}A-D&B\\B^*&A^*-D\end{pmatrix},
\]

where the lower row is the conjugate of the upper because \(f\) is real. Hence \(M=M_0+P^\dagger fP\), and

\[
(zS-M)u=P^\dagger\delta v .
\]

With no external potential, a non-zero \(u\) requires \(Mu=zSu\), which is the stated eigenvalue problem. The symmetry of \(f\) also gives \(A=A^\dagger\) and \(B=B^T\), so \(M\) is Hermitian.

To confirm that the resulting \(\chi\) solves the Dyson equation, let \(G_0=(zS-M_0)^{-1}\) and \(G=(zS-M)^{-1}\). From \((zS-M_0)G=1+P^\dagger fPG\) follows \(G=G_0+G_0P^\dagger fPG\). Multiplying by \(P\) on the left and \(P^\dagger\) on the right,

\[
PGP^\dagger=PG_0P^\dagger+(PG_0P^\dagger)f(PGP^\dagger)=\chi_s+\chi_sf(PGP^\dagger).
\]

The solution is unique wherever \(1-\chi_sf\) is invertible, which part (b) settles. \(\square\)

### Proof of (b): counting the zeros

Factor \(zS-M=(zS-M_0)(1-G_0P^\dagger fP)\) and take determinants. For continuous \(x\), \(\chi_sf\) maps every function into the finite span of the \(\rho_{ia}\) and \(\rho_{ia}^*\), and \(\det(1-\chi_sf)\) means the determinant on that span. For any \(U,V\) of matching shapes, \(\det(1-UV)=\det(1-VU)\), since both equal the determinant of the block matrix with unit diagonal blocks and off-diagonal blocks \(U,V\), evaluated by eliminating one block or the other. With \(U=G_0P^\dagger f\) and \(V=P\),

\[
\det(1-G_0P^\dagger fP)=\det(1-PG_0P^\dagger f)=\det(1-\chi_sf).\qquad\square
\]

When the eigenvalues are the pairs \(\pm\Omega_n\) of part (c), \(\det(zS-M)=\det S\,\prod_n(z^2-\Omega_n^2)\), and likewise for \(M_0\), so

\[
\det(1-\chi_sf)=\prod_{n}(z^2-\Omega_n^2)\Big/\prod_{ia}(z^2-\omega_{ia}^2).
\]

The zeros of \(\det(1-\chi_sf)\) are therefore the values \(\pm\Omega_n\) with their multiplicities, apart from any factor that cancels against a KS gap. The \(\Omega_n\) are called the Casida energies below.

### Proof of (c): the spectral form

Let \(M\) be positive definite. The matrix \(H=M^{1/2}SM^{1/2}\) is Hermitian and invertible, so it has orthonormal eigenvectors \(w_k\) with real, non-zero eigenvalues \(\lambda_k\). Put \(u_k=M^{-1/2}w_k\). Then

\[
SMu_k=SM^{1/2}w_k=M^{-1/2}Hw_k=\lambda_ku_k,
\]

and since \(S^2=1\), \(Mu_k=\lambda_kSu_k\). All eigenvalues are thus real. Furthermore

\[
u_k^\dagger Su_l=\frac{u_k^\dagger Mu_l}{\lambda_l}=\frac{w_k^\dagger w_l}{\lambda_l}=\frac{\delta_{kl}}{\lambda_l}.
\]

Multiplying \(u_k\) by \(|\lambda_k|^{1/2}\) gives \(u_k^\dagger Su_l=s_k\delta_{kl}\), with \(s_k\) the sign of \(\lambda_k\). For \(\lambda_k>0\) this is \(X^\dagger X-Y^\dagger Y=1\).

The eigenvalues are paired. Written out, the equations are \(AX+BY=\Omega X\) and \(B^*X+A^*Y=-\Omega Y\). Their conjugates, in reverse order, are

\[
AY^*+BX^*=-\Omega Y^*,\qquad B^*Y^*+A^*X^*=\Omega X^*,
\]

so \((Y^*,X^*)\) is an eigenvector with eigenvalue \(-\Omega\). There are \(2N\) eigenvalues in all, hence \(N\) of each sign.

Let \(U\) have the columns \(u_k\) and let \(s=\mathrm{diag}(s_k)\). Then \(U^\dagger SU=s\) means \((sU^\dagger S)U=1\). A left inverse of a square matrix is also a right inverse, so \(UsU^\dagger S=1\), or \(UsU^\dagger=S\). Because \((zS-M)u_k=(z-\lambda_k)Su_k\),

\[
(zS-M)\sum_k\frac{s_ku_ku_k^\dagger}{z-\lambda_k}=S\,UsU^\dagger=1 .
\]

The sum is therefore \(G\). In \(\chi=PGP^\dagger\), a positive mode contributes \(Pu_n=\rho_n\), and its partner contributes \(P(Y_n^*,X_n^*)=\rho_n^*\) with \(s=-1\) and \(\lambda=-\Omega_n\). This is the stated formula. \(\square\)

## Remarks on meaning and limits

**Modes without density.** If \(Pu=0\), the kernel term drops out and \(M_0u=\Omega Su\), that is, \((\omega_{ia}-\Omega)X_{ia}=0\) and \((\omega_{ia}+\Omega)Y_{ia}=0\). For \(\Omega>0\) this forces \(Y=0\) and puts \(\Omega\) at a bare KS gap. Such a mode has \(\rho_n=0\) and adds no pole to \(\chi\). Spin-flip transitions, which assumption 3 leaves out, would be of this kind if they were included: if \(\phi_i\) and \(\phi_a\) have opposite spins, \(\rho_{ia}(x)=0\) at every \(x\). A potential that is diagonal in spin cannot drive them. Their place at a bare gap reflects only the spin-diagonal kernel and is not their physical energy. When the exchange-correlation potential follows the local spin direction, the kernel gains a transverse part that shifts them. In a closed shell, spin-rotation symmetry then makes them degenerate with the triplet component of zero spin projection: 16.41 eV in the H₂ example below, not the gap of 20.38 eV.

**Loss of stability.** The single transition shows what can happen when \(M\) is not positive definite. For \(K<-\Delta/2\), \(\Omega^2\) is negative, and a small density disturbance can grow exponentially. The transition then has no real excitation energy.

**Kernels outside the theorem.** With a frequency-dependent kernel, \(M\) depends on \(z\), the condition \(M(\Omega)u=\Omega Su\) is nonlinear in \(\Omega\), and the proof of (c) no longer applies. The exact exchange of a hybrid functional acts on the density matrix and not on the density alone, so it has no kernel \(f(x,x')\) of the form used here.

**Real orbitals.** Then \(\rho_{ia}^*=\rho_{ia}\), so \(B=A-D\) and both are real. Adding and subtracting the two rows gives \((A+B)(X+Y)=\Omega(X-Y)\) and \(D(X-Y)=\Omega(X+Y)\). Eliminating \(X-Y\),

\[
D(A+B)(X+Y)=\Omega^2(X+Y).
\]

With \(X+Y=D^{1/2}F\) this becomes the symmetric problem \(D^{1/2}(A+B)D^{1/2}F=\Omega^2F\), of half the original size.

**A check with complex orbitals.** Real orbitals cannot reveal a misplaced conjugation in \(B\). The numerical check therefore treats a six-site ring with a magnetic phase, two up electrons and one down electron. The lowest spin-conserving KS gap is 0.498 in units of the hopping, and the lowest Casida energy is 0.573. At \(z=0.7+0.2i\) the spectral form agrees with direct inversion of the Dyson equation to better than \(10^{-14}\). This comparison is what tests the conjugation in \(B\); three digits of the lowest energy are too coarse to show it. It also reproduces the density after a weak kick, propagated with the full nonlinear KS equations: for the part of the density change that is odd in the kick, taken per unit kick strength, the largest deviation is \(3\times10^{-7}\), where the response itself reaches 0.47.

## Corollary and example: two electrons in H₂

Let a closed shell have one occupied and one empty spatial orbital, both real, with gap \(\Delta\). There are two transitions, \(\uparrow\) and \(\downarrow\), and

\[
A=\begin{pmatrix}\Delta+K_{\uparrow\uparrow}&K_{\uparrow\downarrow}\\K_{\uparrow\downarrow}&\Delta+K_{\uparrow\uparrow}\end{pmatrix},\qquad B=\begin{pmatrix}K_{\uparrow\uparrow}&K_{\uparrow\downarrow}\\K_{\uparrow\downarrow}&K_{\uparrow\uparrow}\end{pmatrix}.
\]

The combinations \(X_\uparrow=\pm X_\downarrow\), \(Y_\uparrow=\pm Y_\downarrow\) decouple. Each is the single-transition problem with \(K\) replaced by \(k_\pm=K_{\uparrow\uparrow}\pm K_{\uparrow\downarrow}\):

\[
\Omega_\pm=\sqrt{\Delta(\Delta+2k_\pm)} .
\]

The plus sign is the singlet. The minus sign is the triplet component with zero spin projection, in which the two spin densities change oppositely and the total density does not change to first order.

Take H₂ at a chosen bond length of 0.74 Å, in the STO-3G basis, with the exchange-only local density approximation. The KS levels are \(-0.292468\) and \(0.456627\) hartree, so \(\Delta=0.749095\) hartree. In this approximation \(E_{xc}\) is a sum of separate terms for the two spins, so \(f_{xc}^{\uparrow\downarrow}=0\), and

\[
f_{xc}^{\sigma\sigma}(\mathbf r,\mathbf r')=-\tfrac13\left(\tfrac6\pi\right)^{1/3}n_\sigma^{-2/3}(\mathbf r)\,\delta(\mathbf r-\mathbf r').
\]

The Coulomb integral is 0.181210 hartree and the exchange-kernel integral is \(-0.131909\) hartree. Hence \(K_{\uparrow\downarrow}=0.18121\) and \(K_{\uparrow\uparrow}=0.18121-0.13191=0.04930\) hartree, which gives \(k_+=0.23051\) and \(k_-=-0.13191\) hartree. Then, in hartree,

\[
\Omega_+=\sqrt{0.74910\,(0.74910+0.46102)}=0.9521,
\]
\[
\Omega_-=\sqrt{0.74910\,(0.74910-0.26382)}=0.6029 .
\]

These are 25.91 eV and 16.41 eV, on either side of the KS gap of 20.38 eV. In the triplet the Coulomb term cancels and the attractive exchange kernel remains. In the singlet the Coulomb term enters twice and outweighs it.

Dropping \(B\), the Tamm-Dancoff approximation, leaves \(\Delta+k_\pm\), or 26.66 eV and 16.79 eV. Both lie above the full values, as they must here, since \((\Delta+k)^2-\Delta(\Delta+2k)=k^2\ge0\).

The amplitudes follow from \(X-Y=(\Omega/\Delta)(X+Y)\) and the norm \(2(X^2-Y^2)=1\), which give \(X+Y=\sqrt{\Delta/2\Omega}\) for each spin, with opposite signs for the two spins in the triplet. For the singlet this is 0.627, made up of \(X=0.712\) and \(Y=-0.085\).

These amplitudes also fix a static response. A weak field adds \(Fz\) to the potential of both spins (singlet) or with opposite signs (triplet), where \(z\) is now the coordinate along the bond. The matrix element is \(|z_{ia}|=0.93056\) bohr, and the moment of a mode is taken as \(m=\sum_\sigma s_\sigma\int z\,\rho_n(\mathbf r,\sigma)\,d\mathbf r\), where \(s_\sigma=\pm1\) is the sign of the added potential for spin \(\sigma\). The mode whose spin pattern matches the field has \(m=2\sqrt{\Delta/2\Omega}\,z_{ia}\), and the other mode has \(m=0\). At zero frequency the two terms of the spectral form add to \(\chi=-\sum_n2\rho_n(x)\rho_n(x')/\Omega_n\), so \(\sum_\sigma s_\sigma\int z\,\delta n_\sigma\,d\mathbf r=-2m^2F/\Omega\). Define the static response as minus this quantity divided by \(F\); for the singlet it is the induced electronic dipole per unit field. It equals

\[
\frac{2m^2}{\Omega}=\frac{4\Delta z_{ia}^2}{\Omega^2},
\]

which is 2.862 a.u. for the singlet and 7.138 a.u. for the triplet. Self-consistent calculations in a weak field, which use neither \(A\) nor \(B\), give 2.862 and 7.138 a.u.

Since \(4\Delta z_{ia}^2/\Omega_\pm^2=4z_{ia}^2/(\Delta+2k_\pm)\), this agreement tests the zero-frequency response, which depends on \(A+B\) alone. It is a test within the model, not of the model itself. Correlation is left out, and a basis with one empty orbital cannot represent the true excited states of H₂, so the energies and static responses are illustrations and not predictions for the molecule. The basis shift is large. With the same functional in aug-cc-pVTZ, the gap to the lowest empty orbital with non-zero \(z_{ia}\) is 9.74 eV, the corresponding singlet and triplet lie at 9.93 and 8.85 eV, and the static responses are 7.61 and 15.69 a.u. In aug-cc-pVDZ the responses are 7.85 and 16.10 a.u., so they are still moving by a few per cent. Adding VWN correlation in STO-3G moves the singlet and triplet to 25.74 and 17.45 eV.

## Computed results

```
RING (energies in units of the hopping)
sites 6, electrons up 2, down 1
bond phase 0.3 rad, exchange c_x 0.2, correlation g_c 0.2
number of transitions: 13
lowest KS gaps: [0.4983  1.00768 1.50106 1.50433]
lowest Casida energies: [0.5731  1.0101  1.49658 1.70867]
lowest eigenvalue of [[A,B],[B*,A*]]: 0.55836
test frequency z: (0.7+0.2j)
max |chi(Dyson) - chi(modes)|: 3.5e-15 (1/hopping)
det(1 - chi_s f), direct: 1.266980+0.347095j
det from the two spectra: 1.266980+0.347095j
kick strength 0.001, final time 10.0 (1/hopping)
largest density response per kick: 0.46907
max |real time - modes|, same quantity: 3.3e-07
H2 (STO-3G, exchange-only LDA)
bond length: 0.74 angstrom = 1.39840 bohr
occupied / empty level: -0.292468 / 0.456627 hartree
KS gap: 0.749095 hartree = 20.3839 eV
Coulomb integral (ia|ia): 0.181210 hartree
exchange-kernel integral: -0.131909 hartree
K_upup: 0.049302, finite difference 0.049301 hartree
K_updown: 0.181210, finite difference 0.181210 hartree
A diagonal: 0.798397 hartree
lowest eigenvalue of [[A,B],[B,A]]: 0.485278 hartree
transition matrix element z_ia: 0.930556 bohr
triplet energy: 0.602925 hartree = 16.4064 eV
triplet without B: 0.617186 hartree = 16.7945 eV
triplet X (up, down): 0.711276, -0.711276
triplet Y (up, down): 0.076898, -0.076898
triplet static response, modes: 7.13765 a.u.
triplet static response, finite field: 7.13757 a.u.
singlet energy: 0.952100 hartree = 25.9080 eV
singlet without B: 0.979607 hartree = 26.6565 eV
singlet X (up, down): 0.712196, 0.712196
singlet Y (up, down): -0.084987, -0.084987
singlet static response, modes: 2.86231 a.u.
singlet static response, finite field: 2.86231 a.u.
```
